# Locating the Anderson transition from localization lengths of disordered bars: a program that tests the result

```python
"""Localization lengths and the band-centre transition of the 3D Anderson model.

Result under test: QR-stabilized transfer matrices give the smallest positive
Lyapunov exponent gamma of an M x M bar. The reduced length Lambda = 1/(gamma M)
rises with M for extended states, falls for localized states, and has a crossing
near W/t = 16.5 at E = 0.
Symbols: t hopping (energy unit in the calculation), W full width of the uniform
site-energy distribution, M bar width in sites, E energy, nu critical exponent.
Lengths are in lattice spacings until converted to nm.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solve_banded
from scipy.optimize import curve_fit


def ring_matrix(width):
    one_way = np.roll(np.eye(width), 1, axis=0)
    return one_way + one_way.T


def layer_matrix(width):
    ring, unit = ring_matrix(width), np.eye(width)
    return np.kron(ring, unit) + np.kron(unit, ring)


def exponent_record(width, energy, disorder, blocks, seed, interval=8,
                    burn=20, columns=None, transverse=1.0):
    """Return log growth per slice, indexed by block, chain and column."""
    sites = width**2
    columns = sites if columns is None else columns
    rng = np.random.default_rng(seed)
    energy, disorder = np.broadcast_arrays(
        np.atleast_1d(np.asarray(energy, float)),
        np.atleast_1d(np.asarray(disorder, float)))
    chains = len(energy)
    step = np.repeat(-transverse * layer_matrix(width)[None], chains, axis=0)
    diagonal = np.arange(sites)
    frame = np.repeat(np.eye(2 * sites, columns)[None], chains, axis=0)
    record = np.empty((blocks, chains, columns))
    for block in range(-burn, blocks):
        random = rng.random((chains, interval, sites)) - 0.5
        potential = disorder[:, None, None] * random
        upper, lower = frame[:, :sites], frame[:, sites:]
        for k in range(interval):
            step[:, diagonal, diagonal] = energy[:, None] - potential[:, k]
            upper, lower = step @ upper - lower, upper
        frame, triangle = np.linalg.qr(np.concatenate((upper, lower), axis=1))
        if block >= 0:
            growth = np.abs(np.diagonal(triangle, axis1=1, axis2=2))
            record[block] = np.log(growth) / interval
    return record


def mean_and_error(smallest):
    """Average chains of equal parameters, using 25-block segments."""
    segments = smallest.reshape(-1, 25, smallest.shape[1]).mean(axis=1).ravel()
    return segments.mean(), segments.std(ddof=1) / np.sqrt(len(segments))


# Clean bar outside its band: compare with evanescent plane waves.
clean = exponent_record(4, 9.0, 0.0, 20, 1, burn=100).mean(axis=(0, 1))
momenta = 2 * np.pi * np.arange(4) / 4
transverse_energy = 2 * np.cos(momenta)[:, None] + 2 * np.cos(momenta)
wave_exponents = np.arccosh((9.0 - transverse_energy.ravel()) / 2)
clean_error = np.max(np.abs(np.sort(clean) - np.sort(wave_exponents)))
assert clean_error < 1e-6

# All columns must give pairs of opposite exponents, up to end effects.
full = exponent_record(3, 0.0, 16.0, 1000, 2, interval=4, columns=18)
full = full.mean(axis=(0, 1))
pair_error = np.max(np.abs(full + full[::-1]))
assert pair_error < 0.02

# The same random bar with different orthogonalization intervals.
qr_results = {}
for interval in (1, 8, 160):
    record = exponent_record(4, 0.0, 16.0, 1600 // interval, 3,
                             interval=interval, burn=0)
    qr_results[interval] = record[:, 0, -1].mean()
assert abs(qr_results[1] - qr_results[8]) < 1e-6
assert abs(qr_results[160] - qr_results[8]) > 0.3

# Direct end-to-end Green function of a bar with identical site energies.
green_length, green_width = 600, 3
green_sites = green_width**2
green_potential = 16.0 * (np.random.default_rng(4).random(
    (green_length, green_sites)) - 0.5)
total = green_length * green_sites
bands = np.zeros((2 * green_sites + 1, total))
bands[green_sites] = -green_potential.ravel()
bands[0, green_sites:] = -1.0
bands[-1, :-green_sites] = -1.0
green_layer = layer_matrix(green_width)
for i in range(green_sites):
    for j in range(green_sites):
        if i != j:
            bands[green_sites + i - j, j::green_sites] = -green_layer[i, j]
source = np.zeros((total, green_sites))
source[-green_sites:] = np.eye(green_sites)
response = solve_banded((green_sites, green_sites), bands, source)
green_gamma = -np.log(np.linalg.norm(response[:green_sites], 2)) / green_length
transfer_gamma = exponent_record(3, 0.0, 16.0, green_length // 8, 4,
                                 burn=0)[:, 0, -1].mean()
assert abs(green_gamma - transfer_gamma) < 0.03

# Main data: two independent chains for each disorder and width.
disorders = np.array([13.5, 15.0, 16.5, 18.0, 19.5])
widths = np.array([4, 6, 8])
block_counts = {4: 2500, 6: 1250, 8: 500}
reduced = np.empty((3, 5))
relative_error = np.empty((3, 5))
for row, width in enumerate(widths):
    record = exponent_record(int(width), 0.0, np.repeat(disorders, 2),
                             block_counts[int(width)], 100 + int(width))
    for column in range(5):
        gamma, error = mean_and_error(
            record[:, 2 * column:2 * column + 2, -1])
        reduced[row, column] = 1 / (gamma * width)
        relative_error[row, column] = error / gamma
assert reduced[2, 0] > reduced[0, 0]
assert reduced[2, -1] < reduced[0, -1]


def scaling_law(data, critical, offset, slope, curvature, inverse_nu):
    disorder, width = data
    variable = (disorder - critical) * width**inverse_nu
    return offset + slope * variable + curvature * variable**2


def fit_scaling(rows):
    disorder_grid, width_grid = np.meshgrid(disorders, widths[rows].astype(float))
    data = np.array([disorder_grid.ravel(), width_grid.ravel()])
    values = np.log(reduced[rows]).ravel()
    errors = relative_error[rows].ravel()
    parameters, covariance = curve_fit(
        scaling_law, data, values, p0=(16.5, -0.55, -0.03, 0.0, 0.65),
        sigma=errors, absolute_sigma=True, maxfev=20000)
    residual = (values - scaling_law(data, *parameters)) / errors
    return parameters, np.sqrt(np.diag(covariance)), np.sum(residual**2)


fit, fit_error, chi_squared = fit_scaling([0, 1, 2])
fit_46, error_46, _ = fit_scaling([0, 1])
fit_48, error_48, _ = fit_scaling([0, 2])
critical_disorder = fit[0]
nu = 1 / fit[4]
nu_error = fit_error[4] / fit[4]**2
assert abs(critical_disorder - 16.5) < 1.2  # small widths and sampling error
assert 0.3 < fit[4] < 1.1
assert chi_squared < 35  # ten degrees of freedom
assert abs(fit_46[0] - fit_48[0]) < 4 * np.hypot(error_46[0], error_48[0])

# Spectra of closed cubes: an independent view of the two phases.
cube_width, cube_count = 8, 5
cube_hopping = (np.kron(layer_matrix(cube_width), np.eye(cube_width))
                + np.kron(np.eye(cube_width**2), ring_matrix(cube_width)))
cube_rng = np.random.default_rng(5)
cube_levels, gap_ratio = {}, {}
for disorder in (8.0, 13.5, 16.5, 30.0):
    levels = []
    ratios = []
    for _ in range(cube_count):
        potential = disorder * (cube_rng.random(cube_width**3) - 0.5)
        spectrum = np.linalg.eigvalsh(cube_hopping + np.diag(potential))
        gaps = np.diff(spectrum[186:326])
        ratios.extend(np.minimum(gaps[1:], gaps[:-1])
                      / np.maximum(gaps[1:], gaps[:-1]))
        levels.extend(spectrum)
    cube_levels[disorder] = np.array(levels)
    gap_ratio[disorder] = np.mean(ratios)
assert gap_ratio[8.0] - gap_ratio[30.0] > 0.06

# Band tail and directional hopping at a disorder with an extended centre.
tail_energy, weak_transverse = 8.5, 0.3
tail, directional = {}, {}
for width in (4, 6):
    record = exponent_record(width, tail_energy, np.full(4, disorders[0]),
                             500, 200 + width)
    gamma, error = mean_and_error(record[:, :, -1])
    tail[width] = (1 / (gamma * width), error / (gamma**2 * width))
    record = exponent_record(width, 0.0, np.full(4, disorders[0]), 500,
                             300 + width, transverse=weak_transverse)
    gamma, error = mean_and_error(record[:, :, -1])
    directional[width] = (1 / (gamma * width), error / (gamma**2 * width))
assert tail[6][0] < tail[4][0]
assert directional[6][0] < directional[4][0]
tail_share = np.mean(np.abs(cube_levels[13.5]) > tail_energy)

# Rough material scale and sizes of neglected thermal and Coulomb effects.
hopping_ev, spacing_nm, dielectric, temperature = 0.4, 0.3, 30.0, 300.0
thermal_ev = constants.k * temperature / constants.e
density = np.mean(np.abs(cube_levels[16.5]) < 1.0) / (2 * hopping_ev)
thermal_size_nm = spacing_nm * (density * thermal_ev)**(-1 / 3)
coulomb_ev = (constants.e / (4 * np.pi * constants.epsilon_0 * dielectric
                             * thermal_size_nm * 1e-9))

print(f"Clean-bar largest exponent error: {clean_error:.1e} per slice")
print(f"Largest pairing error: {pair_error:.5f} per slice")
for interval in (1, 8, 160):
    print(f"Smallest exponent, QR every {interval} slices: "
          f"{qr_results[interval]:.6f} per slice")
print(f"M=3 exponent, Green function: {green_gamma:.5f} per slice")
print(f"M=3 exponent, transfer matrix: {transfer_gamma:.5f} per slice")
for row, width in enumerate(widths):
    print(f"M={width}: total slices per disorder = "
          f"{2 * 8 * block_counts[int(width)]}")
print("Lambda (dimensionless), with one standard error:")
for column, disorder in enumerate(disorders):
    entries = [f"M={width}: {reduced[row, column]:.4f} +/- "
               f"{reduced[row, column] * relative_error[row, column]:.4f}"
               for row, width in enumerate(widths)]
    print(f"W/t={disorder:.1f}; " + "; ".join(entries))
print(f"Critical W/t, all widths: {fit[0]:.2f} +/- {fit_error[0]:.2f}")
print(f"Critical W/t, M=4 and 6: {fit_46[0]:.2f} +/- {error_46[0]:.2f}")
print(f"Critical W/t, M=4 and 8: {fit_48[0]:.2f} +/- {error_48[0]:.2f}")
print(f"Critical Lambda: {np.exp(fit[1]):.3f} +/- "
      f"{np.exp(fit[1]) * fit_error[1]:.3f}")
print(f"Fit slope alpha: {fit[2]:.4f}; curvature beta: {fit[3]:.5f}")
print(f"Exponent 1/nu: {fit[4]:.3f} +/- {fit_error[4]:.3f}")
print(f"Exponent nu: {nu:.2f} +/- {nu_error:.2f}")
print(f"Fit chi-squared: {chi_squared:.2f} for {reduced.size - len(fit)} "
      "degrees of freedom")
for disorder in (8.0, 13.5, 16.5, 30.0):
    print(f"Cube mean gap ratio at W/t={disorder:.1f}: {gap_ratio[disorder]:.3f}")
print(f"Rough inputs: t={hopping_ev:.1f} eV, a={spacing_nm:.1f} nm, "
      f"kappa={dielectric:.0f}, T={temperature:.0f} K")
print(f"Critical disorder: {critical_disorder * hopping_ev:.2f} +/- "
      f"{fit_error[0] * hopping_ev:.2f} eV")
for row, width in enumerate(widths):
    length_nm = reduced[row, 2] * width * spacing_nm
    print(f"Bar side {width * spacing_nm:.1f} nm, W/t=16.5: "
          f"localization length {length_nm:.3f} nm")
print(f"Tail test: W/t={disorders[0]:.1f}, E/t={tail_energy:.1f}, "
      f"E={tail_energy * hopping_ev:.2f} eV")
for width in (4, 6):
    print(f"Tail Lambda, M={width}: {tail[width][0]:.4f} +/- {tail[width][1]:.4f}")
print(f"Cube levels beyond |E|/t={tail_energy:.1f}: {100 * tail_share:.2f} percent "
      f"of {len(cube_levels[13.5])}")
print(f"Directional test: W/t={disorders[0]:.1f}, E=0, "
      f"transverse hopping={weak_transverse:.1f} t")
for width in (4, 6):
    print(f"Directional Lambda, M={width}: {directional[width][0]:.4f} +/- "
          f"{directional[width][1]:.4f}")
print(f"Thermal energy: {thermal_ev:.4f} eV")
print(f"Central density, one spin, W/t=16.5: {density:.4f} per eV per site")
print(f"Size with level spacing equal to thermal energy: {thermal_size_nm:.2f} nm")
print(f"Coulomb energy at that size: {coulomb_ev:.4f} eV")
print("OK")
```

Running it gives:

```
Clean-bar largest exponent error: 1.3e-15 per slice
Largest pairing error: 0.00029 per slice
Smallest exponent, QR every 1 slices: 0.402547 per slice
Smallest exponent, QR every 8 slices: 0.402547 per slice
Smallest exponent, QR every 160 slices: 1.344758 per slice
M=3 exponent, Green function: 0.56237 per slice
M=3 exponent, transfer matrix: 0.57098 per slice
M=4: total slices per disorder = 40000
M=6: total slices per disorder = 20000
M=8: total slices per disorder = 8000
Lambda (dimensionless), with one standard error:
W/t=13.5; M=4: 0.8372 +/- 0.0073; M=6: 0.9318 +/- 0.0137; M=8: 1.0590 +/- 0.0359
W/t=15.0; M=4: 0.6984 +/- 0.0058; M=6: 0.7245 +/- 0.0100; M=8: 0.7317 +/- 0.0167
W/t=16.5; M=4: 0.5846 +/- 0.0047; M=6: 0.5764 +/- 0.0071; M=8: 0.5810 +/- 0.0130
W/t=18.0; M=4: 0.5108 +/- 0.0035; M=6: 0.4774 +/- 0.0056; M=8: 0.4759 +/- 0.0086
W/t=19.5; M=4: 0.4505 +/- 0.0027; M=6: 0.4073 +/- 0.0044; M=8: 0.3883 +/- 0.0086
Critical W/t, all widths: 16.02 +/- 0.15
Critical W/t, M=4 and 6: 15.84 +/- 0.19
Critical W/t, M=4 and 8: 16.17 +/- 0.20
Critical Lambda: 0.620 +/- 0.011
Fit slope alpha: -0.0412; curvature beta: 0.00063
Exponent 1/nu: 0.694 +/- 0.047
Exponent nu: 1.44 +/- 0.10
Fit chi-squared: 10.62 for 10 degrees of freedom
Cube mean gap ratio at W/t=8.0: 0.533
Cube mean gap ratio at W/t=13.5: 0.522
Cube mean gap ratio at W/t=16.5: 0.487
Cube mean gap ratio at W/t=30.0: 0.445
Rough inputs: t=0.4 eV, a=0.3 nm, kappa=30, T=300 K
Critical disorder: 6.41 +/- 0.06 eV
Bar side 1.2 nm, W/t=16.5: localization length 0.701 nm
Bar side 1.8 nm, W/t=16.5: localization length 1.037 nm
Bar side 2.4 nm, W/t=16.5: localization length 1.394 nm
Tail test: W/t=13.5, E/t=8.5, E=3.40 eV
Tail Lambda, M=4: 0.5587 +/- 0.0066
Tail Lambda, M=6: 0.4198 +/- 0.0053
Cube levels beyond |E|/t=8.5: 1.84 percent of 2560
Directional test: W/t=13.5, E=0, transverse hopping=0.3 t
Directional Lambda, M=4: 0.5080 +/- 0.0049
Directional Lambda, M=6: 0.4122 +/- 0.0043
Thermal energy: 0.0259 eV
Central density, one spin, W/t=16.5: 0.1353 per eV per site
Size with level spacing equal to thermal energy: 1.98 nm
Coulomb energy at that size: 0.0243 eV
OK
```
